# Upwind Level-Set Etching: Merging Fronts, Corners and Frozen Walls

When two neighbouring openings are widened by an isotropic etch, the process calculation must say when the wall between them is gone. That answer depends on how the gradient of the level-set function is differenced. With one choice, a wall 20 nm thick etched from both sides at 2 nm/s clears at 5 s. With another, its mid-plane stays solid for ever if mesh nodes lie on it. The scheme below is built from an analysis of the second choice.

## The equation and the naive scheme

Let $\phi(\mathbf x,t)<0$ in the etched space and $\phi>0$ in the solid. The front $\phi=0$ moves into the solid with constant speed $F>0$ along the normal $\mathbf n=\nabla\phi/|\nabla\phi|$. A point $\mathbf X(t)$ riding on the front keeps $\phi(\mathbf X,t)=0$, so $\phi_t+\dot{\mathbf X}\cdot\nabla\phi=0$. With $\dot{\mathbf X}=F\mathbf n$ this becomes

$$\phi_t+F|\nabla\phi|=0 .\qquad (1)$$

Take a wall of half-thickness $H$, with $\phi_0=H-|x|$. Its faces meet at $t=H/F$. On nodes $x_j=jh$ the centred scheme, with time left continuous, is

$$\dot\phi_j=-\frac{F}{2h}\,|\phi_{j+1}-\phi_{j-1}| .\qquad (2)$$

The data are even in $x$ and (2) preserves this, so $\phi_1=\phi_{-1}$ and $\dot\phi_0=0$. The top of the ridge never moves. Neither a finer mesh nor a better time integrator that respects the symmetry can cure this.

**Oscillations beside the top.** Let $\tau=Ft/h$ and write $\phi_j=H-jh-h\tau+h\varepsilon_j$ for $j\ge0$, so that $h\varepsilon_j$ is the error. While $\phi_{j+1}<\phi_{j-1}$, equation (2) reads $d\phi_j/d\tau=(\phi_{j+1}-\phi_{j-1})/2$. Inserting the form of $\phi_j$, the $-h$ on each side cancels:

$$2\varepsilon_j'=\varepsilon_{j+1}-\varepsilon_{j-1},\qquad \varepsilon_0=\tau,\quad \varepsilon_{j\ge1}(0)=0 .\qquad (3)$$

The Laplace transforms obey $2sE_j=E_{j+1}-E_{j-1}$. Trying $E_j=E_0r^j$ gives $r^2-2sr-1=0$, whose decaying root is $r=s-\sqrt{s^2+1}$, and $E_0=1/s^2$. The Bessel function $J_j$ has transform $q^j/\sqrt{s^2+1}$ with $q=\sqrt{s^2+1}-s=-r$. Since $-dq^j/ds=jq^j/\sqrt{s^2+1}$, and $-d/ds$ multiplies the original function by $\tau$, $q^j$ is the transform of $jJ_j(\tau)/\tau$. Hence

$$\varepsilon_j=(-1)^j\int_0^\tau(\tau-s)\frac{jJ_j(s)}{s}\,ds .\qquad (4)$$

The sign alternates from node to node. At $\tau=3.5$ the values for $j=1,\dots,4$ are $-2.42$, $+1.33$, $-0.58$ and $+0.20$.

To see how long (4) holds, let $I_j=\int_0^\tau jJ_j(s)\,ds/s$. Then $\phi_{j+1}-\phi_{j-1}=-2h[1-(-1)^jI_j]$. Since $(J_1/s)'=-J_2/s$ and $J_1/s\to\frac12$ at $s=0$, we have $I_2=1-2J_1(\tau)/\tau$. This reaches 1, and the slope at node 2 changes sign, at the first zero of $J_1$, $\tau=3.83$. No other slope changes sign earlier: for odd $j$, $J_j$ is still non-negative, and for even $j\ge4$, $J_j(s)\le(s/2)^j/j!$ gives $I_j\le(\tau/2)^j/j!<1$.

**Growth.** After the reversal, use the depths $p_j=\phi_0-\phi_j$ below the frozen top. They obey $\dot p_j=(F/2h)|p_{j-1}-p_{j+1}|$ with $p_0=0$. Seek $p_j\propto r^je^{gt}$ for $j\ge1$ with $0<r<1$. Node 1 gives $2hg/F=r$. Nodes $j\ge2$ give $2hg/F=1/r-r$. Equating them,

$$r^2=\tfrac12,\qquad g=\frac{F}{2\sqrt2\,h} .\qquad (5)$$

The rate increases as the mesh is refined. That the solution settles into this mode is not proved here, but a Runge–Kutta integration of (2) does so. For $F=2$ nm/s and $h=0.25$ nm, the depth of node 1 grows between 5 and 7 s at 2.83 s$^{-1}$, the value in (5), and $p_2/p_1=0.707$. At 5 s the top still has $\phi=10$ nm, while its neighbour has fallen to about $-290$ nm for $h=0.5$ nm and $-1.7\times10^5$ nm for $h=0.25$ nm. The true values there are $-0.5$ and $-0.25$ nm.

**A more favourable mesh.** Put the ridge midway between nodes, $x_j=(j-\frac12)h$, and write $\phi_j=H-x_j-h\tau+h\varepsilon_j$ for the right-hand branch. Equation (3) holds for $j\ge1$ while the centred slopes stay negative, but symmetry now says $\phi_0=\phi_1$, or $\varepsilon_0=\varepsilon_1-1$. With $E_1=rE_0$ this gives $E_0=-1/[s(1-r)]$. For small $s$, $r\to-1$ and $E_0\to-1/(2s)$, so at late times $\varepsilon_j\to-(-1)^j/2$. The sawtooth stays bounded, and its amplitude tends to $h/2$. Values converge, but one-sided slopes alternate between 0 and $-2$ instead of being $-1$.

A wave $e^{i(kj+\omega\tau)}$ in (3) has $\omega=\sin k$ and group velocity $-\cos k$ nodes per unit $\tau$. Long waves run into the ridge, as they should; the shortest, $k=\pi$, run outward with speed $F$. For $h=0.1$ nm at 4 s the computed amplitude, averaged over the nodes within 4 nm of the ridge, is $0.500\,h$; at single nodes it lies between $0.47\,h$ and $0.53\,h$. Near $x=10$ nm, beyond $Ft=8$ nm, the deviation is about $10^{-5}h$.

This benign case is not typical of every offset. With the nearest node a quarter cell from the ridge, the largest $\phi$ within 2 nm of the ridge at 5 s is 5 nm for both $h=0.5$ and $0.25$ nm, where it should be close to zero.

## Which solution should be computed?

Equation (1) alone does not decide what happens at a kink. In intact solid, $\phi_0=c>0$, the function $\min(c,\,c+|x|-Ft)$ satisfies (1) wherever it is differentiable. Yet for $t>c/F$ it contains a hole that nothing started. A scheme therefore needs a selection rule.

A continuous $u$ is a viscosity solution if, at any point with $t>0$, every smooth $\psi$ touching $u$ from above satisfies $\psi_t+F|\nabla\psi|\le0$, and every smooth $\psi$ touching it from below satisfies $\psi_t+F|\nabla\psi|\ge0$. The false hole fails: $\psi=c-Ft$ touches it from below at $x=0$, and $\psi_t+F|\nabla\psi|=-F<0$.

The physical candidate follows from Huygens' construction: a point is etched at time $t$ if etched space lay within distance $Ft$ at the start. So set

$$u(\mathbf x,t)=\min_{|\mathbf y-\mathbf x|\le Ft}\phi_0(\mathbf y),\qquad (6)$$

where $\phi_0$ has Lipschitz constant $L$. Doing this in two stages gives $u(\mathbf x,t)=\min_{|\mathbf y-\mathbf x|\le Fs}u(\mathbf y,t-s)$.

*Touching from above.* For any unit vector $\mathbf e$, $\psi(\mathbf x,t)=u(\mathbf x,t)\le u(\mathbf x+Fs\mathbf e,t-s)\le\psi(\mathbf x+Fs\mathbf e,t-s)$. Dividing by $s$ and letting $s\to0$ gives $0\le-\psi_t+F\mathbf e\cdot\nabla\psi$. Choosing $\mathbf e$ opposite to $\nabla\psi$ yields the first inequality; if $\nabla\psi=0$, any $\mathbf e$ does.

*Touching from below.* Let $\mathbf y_s$ be the minimiser. Then $\psi(\mathbf x,t)=u(\mathbf y_s,t-s)\ge\psi(\mathbf y_s,t-s)\ge\psi(\mathbf x,t)-s\psi_t-Fs|\nabla\psi|+o(s)$, which yields the second.

*Uniqueness.* Let $u,v$ be viscosity solutions with the same initial data, both Lipschitz in space-time with constant $C$. Suppose $u>v$ somewhere before time $T$. Maximise, over $0\le t<T$ and $0\le s\le2T$,

$$u(\mathbf x,t)-v(\mathbf y,s)-\frac{|\mathbf x-\mathbf y|^2+(t-s)^2}{2\kappa}-\delta\sqrt{1+|\mathbf x|^2}-\frac{\eta}{T-t}.$$

The difference $u-v$ is bounded for bounded times, because the initial data agree, so the penalties ensure that a maximum exists. For small $\eta$ and $\delta$ it exceeds some $\sigma>0$ independent of $\kappa$. Comparison with $(\mathbf y,s)=(\mathbf x,t)$ shows that the two space-time points are at most $2C\kappa$ apart. If $t$ or $s$ were zero, equal initial data would make the maximum at most $2C^2\kappa<\sigma$, so both are positive, and $s<2T$. With $\mathbf p=(\mathbf x-\mathbf y)/\kappa$ and $\mathbf m=\nabla\sqrt{1+|\mathbf x|^2}$, $|\mathbf m|\le1$, the two inequalities are

$$\frac{t-s}{\kappa}+\frac{\eta}{(T-t)^2}+F|\mathbf p+\delta\mathbf m|\le0,\qquad \frac{t-s}{\kappa}+F|\mathbf p|\ge0 .$$

Subtraction gives $\eta/T^2\le F\delta$, which is violated by taking $\delta<\eta/(FT^2)$. Thus $u\le v$, and exchanging them gives equality. Formula (6), which is Lipschitz, is the solution to compute.

## The missing term

Viscosity shows what (2) lacks. Add $\epsilon\phi_{xx}$ to the right of (1) and seek a moving ridge $\phi=H-Ft-x+q(x)$ for $x>0$, continued evenly. The slope is negative there, so $|\phi_x|=1-q'$ and $-F+F(1-q')=\epsilon q''$. Hence $q'=Ae^{-Fx/\epsilon}$. A smooth top requires $-1+q'(0)=0$, so $A=1$; requiring $q\to0$ far away gives

$$\phi=H-Ft-x-\frac{\epsilon}{F}e^{-Fx/\epsilon}.$$

At the top the slope vanishes and $\epsilon\phi_{xx}=-F$: the viscous term alone moves it. As $\epsilon\to0$ the sharp ridge of (6) remains.

Now let $a=\phi_j-\phi_{j-1}$ and $b=\phi_{j+1}-\phi_j$, and use the larger drop to a neighbour, $\max(a,-b)$, in place of the centred difference. Since $\max(a,-b)=\frac12|a+b|+\frac12(a-b)$,

$$\frac{\max(a,-b)}{h}=|D_0\phi|-\frac h2D_2\phi,\qquad (7)$$

where $D_0\phi=(\phi_{j+1}-\phi_{j-1})/2h$ and $D_2\phi=(\phi_{j+1}-2\phi_j+\phi_{j-1})/h^2$. The one-sided choice is the centred one plus viscosity $Fh/2$. On a node at the ridge, $D_0\phi=0$ and $D_2\phi=-2/h$, so the slope is 1 and the top recedes at speed $F$.

In a trough both drops are negative and (7) would raise $\phi$. Replacing a negative value by zero leaves the bottom of the trough where it is, as (6) demands. This gives the Godunov upwind slope. In two dimensions,

$$p_x=\frac1h\max(\phi-\phi_{\rm left},\,\phi-\phi_{\rm right},\,0),\qquad \phi^{\rm new}=\phi-F\Delta t\sqrt{p_x^2+p_y^2},\qquad (8)$$

with $p_y$ formed likewise.

## Why this scheme selects (6)

Put $\lambda=F\Delta t/h$. For non-negative $p_x,p_y$, $\sqrt{p_x^2+p_y^2}$ is the maximum of $|a_x|p_x+|a_y|p_y$ over $|\mathbf a|\le1$. Let the signs of $a_x,a_y$ choose the neighbours $\phi_X,\phi_Y$. Each chosen drop is at most $hp_x$ or $hp_y$, with equality for the best signs, or for a zero component if neither neighbour is lower. Therefore

$$\phi^{\rm new}=\min_{|\mathbf a|\le1}\big[(1-\lambda|a_x|-\lambda|a_y|)\phi+\lambda|a_x|\phi_X+\lambda|a_y|\phi_Y\big].\qquad (9)$$

Because $|a_x|+|a_y|\le\sqrt2$, all weights are non-negative if $\lambda\le1/\sqrt2$. Raising any old value then cannot lower a new one: the scheme is monotone.

The weights are also probabilities. A walker steps to the chosen $x$ neighbour with probability $\lambda|a_x|$, to the $y$ neighbour with probability $\lambda|a_y|$, and otherwise stays. After $N$ steps, with $t=N\Delta t$, repeated use of (9) gives $\phi^N(\mathbf x)$ as the minimum over steering policies of the mean of $\phi_0(\mathbf X_N)$. Each step has mean $h\lambda\mathbf a=F\Delta t\,\mathbf a$ and variance

$$h^2\lambda(|a_x|+|a_y|)-h^2\lambda^2|\mathbf a|^2\le\sqrt2\,hF\Delta t .$$

*Upper bound.* Let $\mathbf y^*$ be the minimiser in (6) and steer with constant $\mathbf a=(\mathbf y^*-\mathbf x)/(Ft)$. The mean end point is $\mathbf y^*$, and the mean distance from it is at most the root of the total variance. Hence $\phi^N\le u+L\sqrt{\sqrt2\,hFt}$.

*Lower bound.* For any policy, $\mathbf X_N=\mathbf x+\sum_kF\Delta t\,\mathbf a_k+\mathbf M$, where $\mathbf M$ sums the deviations of the steps from their means. Each deviation has zero mean given the past, so cross terms vanish and $\langle|\mathbf M|^2\rangle\le\sqrt2\,hFt$. The point $\mathbf X_N-\mathbf M$ lies within $Ft$ of $\mathbf x$, so $\phi_0(\mathbf X_N)\ge u-L|\mathbf M|$. Together,

$$|\phi^N-u|\le L\sqrt{\sqrt2\,hFt} .\qquad (10)$$

In one dimension the step variance is at most $h^2\lambda$, so the bound is $L\sqrt{hFt}$ for $\lambda\le1$. Its half power is really reached. For the trough $\phi_0=|x|$ the best policy is to walk inward and stop at zero. Start at $x=Ft=mh$, with $m=N\lambda$. The number $B$ of attempted inward steps is binomial with mean $m$ and variance $N\lambda(1-\lambda)$. The true value is zero, and the computed one is $h\langle\max(m-B,0)\rangle$. For large $N$ the Gaussian limit gives

$$\text{error}\simeq\sqrt{\frac{hFt(1-\lambda)}{2\pi}} .$$

For $h=0.25$ nm, $Ft=10$ nm and $\lambda=0.5$ this is $\sqrt{0.25\times10\times0.5/2\pi}=0.446$ nm; the scheme gives 0.445 nm.

Upwinding is not the sole remedy. The centred scheme with the full viscosity (7), without the cut at zero, is $\phi^{\rm new}=(1-\lambda)\phi+\lambda\min(\phi_{\rm left},\phi_{\rm right})$ in one dimension. It is monotone for $\lambda\le1$. The lower-bound argument is unchanged, and in the upper bound the minimum is no larger than an average over the two neighbours with the desired mean step. Its largest error in a periodic wall calculation with the same $h$, $\lambda$ and $Ft$ is 0.51 nm, against 0.44 nm for upwind.

## Two openings that merge

Take two circular openings of radius $r_0=10$ nm, centred at $x=\pm d$ with $d=15$ nm, and $F=2$ nm/s. These are round model parameters. Initially $\phi_0$ is the distance to the nearer centre minus $r_0$. By (6), each opening grows to radius $R=r_0+Ft$, and they meet at $(15-10)/2=2.5$ s. The neck on the midline has half-height

$$y=\sqrt{R^2-d^2},\qquad \dot y=\frac{R\dot R}{y}=\frac{FR}{y}.$$

At 5 s, $R=20$ nm, $y=\sqrt{400-225}=13.23$ nm and $\dot y=2\times20/13.23=3.02$ nm/s. The neck edge moves faster than $F$ because it is an intersection of two fronts; its speed diverges at first contact.

With $\lambda=0.5$, scheme (8) gives:

| $h$ (nm) | neck half-height (nm) | largest field error (nm) | bound (10) (nm) |
|---|---|---|---|
| 1.0 | 12.85 | 1.01 | 3.76 |
| 0.5 | 13.04 | 0.67 | 2.66 |
| 0.25 | 13.14 | 0.45 | 1.88 |

The neck error, 0.37, 0.19 and 0.09 nm, halves with $h$. The field error, taken over $|x|,|y|\le36$ nm, falls more slowly. A front position can thus be better than the worst value of $\phi$ suggests.

Centred differences with Runge–Kutta steps give a different topology. On the midline the $x$ difference vanishes by symmetry, and at the midpoint so does the $y$ difference. There $\phi$ stays at $15-10=5$ nm, although (6) gives $-5$ nm at 5 s. For $h=1$ nm all 27 midline nodes inside the true neck are still solid, and for $h=0.5$ nm all 53 are. On these two meshes a false membrane of solid nodes along the midline still separates the openings. Refinement does not give a reliable answer either: for $h=0.25$ nm, 77 of the 105 nodes are solid and the other 28 are etched. Only the midpoint is certain to stay at 5 nm, by symmetry.

## Corners, and where the result stops

Formula (6) treats the two kinds of corner differently. The outward corner of a square opening is the nearest etched point for a whole sector of solid, so it becomes an arc of radius $Ft$. At a convex solid corner of angle $\beta$, the remaining solid lies deeper than $Ft$ behind both faces. Its vertex stays sharp and recedes a distance $\ell$ along the bisector, where $\ell\sin(\beta/2)=Ft$.

For $Ft=10$ nm and right angles, the exact travel along the diagonal is 10 nm for the opening and $10/\sin45^\circ=14.14$ nm for a pillar. Upwind gives 9.30 and 14.38 nm at $h=0.5$ nm, and 9.57 and 14.26 nm at $h=0.25$ nm. The slow approach of the rounded corner matters if a corner radius of a few nanometres is to be read from the calculation.

The ball in (6) and the bound (10) assume a constant, isotropic speed and a domain whose edges do not influence the region of interest. If $F>0$ varies with position, (9) still holds with the local $\lambda$, so monotonicity survives when the largest $\lambda$ obeys the step limit, but the etched set is no longer a simple dilation. If $F$ depends on the direction of the normal, as in crystallographic etching, the slope in (8) must be derived anew. If $F$ depends on the evolving shape itself, as with reactant depletion in narrow openings or shadowing in plasma etching, a change of $\phi$ at one node alters the speed elsewhere; the monotonicity argument, (6) and (10) then do not apply, and the clearing and merging times given here are those of the constant-speed model only. If $F$ changes sign, so that deposition replaces etching, the upwind side changes too: apply (8) to $-\phi$ with speed $|F|$.
